# Finding the Fermi level from charge neutrality in multivalent-doped semiconductors

A wide-gap crystal holds a donor that can give up two electrons, an acceptor that can take two, and a deep centre that can be positive, neutral or negative. Total-energy calculations have supplied the charge-transition levels. The user asks for the Fermi level at some temperature, and the program offers a neutrality solver with a search window and a tolerance. At 1000 K the computed net charge can vary enough with the Fermi level to locate its zero. At 1 K it may be zero over more than a third of the gap, and the solver may return any point there. Is the Fermi level then undetermined, or has the arithmetic lost it? The answer fixes how the solver should be set.

## The model behind the setting

Energies are measured from the valence-band edge, $E_v=0$; the conduction edge is $E_c$. Formulas use atomic units ($\hbar=m_e=e=1$), with $\beta=1/kT$ and $T>0$. Charge is counted in positive elementary charges, so adding an electron lowers $q$ by one.

Dopant species $d$ has fixed density $N_d$ and finitely many charge states $q$, with energies $E_q$ and degeneracies $g_q$. A state with charge $q$ has given $q$ electrons to a reservoir at Fermi level $\mu$, so its statistical weight is

$$w_q=g_q e^{-\beta(E_q+q\mu)},\qquad p_q=\frac{w_q}{\sum_r w_r}.$$

The transition level $\varepsilon(q/q-1)=E_{q-1}-E_q$ is the $\mu$ at which the exponents of neighbouring charge states agree. The levels may be in any order. If the second electron binds more strongly than the first, the centre is called negative-$U$.

Both bands are parabolic, and the net charge density is

$$Q(\mu)=p-n+\sum_d N_d\langle q\rangle_d .$$

Band edges, $E_q$ and $g_q$ may depend on temperature but not on $\mu$ or the carrier density. Dopants do not interact.

## Why there is one answer

For any function $a(q)$, use $dw_q/d\mu=-\beta q w_q$ in $\langle a\rangle=\sum a w/\sum w$. The quotient rule gives

$$\frac{d\langle a\rangle}{d\mu}=-\beta\left(\langle aq\rangle-\langle a\rangle\langle q\rangle\right)=-\beta\,\mathrm{Cov}(a,q).\tag{1}$$

With $a=q$ the slope is $-\beta\,\mathrm{Var}(q)\le0$. The order of the levels played no part, so negative-$U$ centres are covered.

For the bands, $f=1/(e^{\beta(E-\mu)}+1)$ obeys $\partial f/\partial\mu=\beta f(1-f)$. Electrons are counted by $f$ and holes by $1-f$, so with densities of states $D_c,D_v$

$$\frac{dQ}{d\mu}=-\beta\left[\int (D_c+D_v)f(1-f)\,dE+\sum_dN_d\mathrm{Var}_d(q)\right]<0 .\tag{2}$$

The inequality is strict because $0<f<1$ at every finite energy. Even if each dopant is frozen in one state, the band term remains, however small. Hence $Q$ has at most one zero.

## A search window that cannot miss

Write $n=N_cF(\eta)$, with $\eta=(\mu-E_c)/kT$, $N_c=2(m_ckT/2\pi)^{3/2}$ and

$$F(\eta)=\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt x\,dx}{1+e^{x-\eta}} .$$

Likewise $p=N_vF(-\mu/kT)$. For $\eta>0$ the occupation is at least $1/2$ on $0<x\le\eta$, and the rest of the integral is positive, so

$$F(\eta)>\frac{2}{\sqrt\pi}\cdot\frac12\cdot\frac23\eta^{3/2}=\frac{2\eta^{3/2}}{3\sqrt\pi}.$$

Let $A_+=\sum_dN_d\max(q_{\max},0)$ be the largest positive charge the dopants can carry. Choose

$$\mu_{hi}=E_c+kT\left[\frac{3\sqrt\pi\,(A_++N_v)}{2N_c}\right]^{2/3}.$$

Then $n>A_++N_v$. Since the occupation is below $e^{\eta-x}$, $F(\eta)<e^{\eta}$, and therefore $p<N_v$ here. The positive charge cannot balance $n$, and $Q(\mu_{hi})<0$. Exchanging the bands, with $A_-=\sum_dN_d\max(-q_{\min},0)$, gives

$$\mu_{lo}=-kT\left[\frac{3\sqrt\pi\,(A_-+N_c)}{2N_v}\right]^{2/3},\qquad Q(\mu_{lo})>0.$$

$Q$ is continuous, so the zero exists and lies between these ends. The window reaches beyond the gap because a degenerate crystal has its Fermi level inside a band.

## Why the computed charge goes flat

Strict monotonicity is a property of real numbers. Suppose the donors are all doubly ionized and their charge is exactly compensated. The information about $\mu$ then sits in populations such as $e^{-0.75\,\mathrm{eV}/kT}$. At 1 K, $kT=8.617\times10^{-5}$ eV and the exponent is about $-8700$. Double precision turns this into zero, and even a representable population below about $10^{-16}$ vanishes when added to one.

Logarithms alone are not a cure. If positive and negative charges are counted from the neutral state, each sum contains the same large constant, and the difference of their logarithms still rounds to zero. The constant has to be cancelled first.

## The sign of the charge without cancellation

Pick an integer reference charge $s_d$ for each dopant and define

$$u=\max(s-q,0),\qquad v=\max(q-s,0),\qquad q=s+v-u .$$

With $K=\sum_dN_ds_d$, the charge becomes $Q=P-M$, where

$$\begin{aligned}P&=\max(K,0)+p+\sum_dN_d\langle v\rangle_d,\\ M&=\max(-K,0)+n+\sum_dN_d\langle u\rangle_d.\end{aligned}\tag{3}$$

All terms are nonnegative and $n,p>0$, so

$$L=\ln P-\ln M$$

has the sign of $Q$, whatever references were chosen.

For fixed references $L$ is also strictly decreasing. To see this, write the covariance as a double sum:

$$2\,\mathrm{Cov}(a,q)=\sum_{q,r}p_qp_r\,[a(q)-a(r)](q-r).$$

It is nonnegative if $a$ never decreases with $q$, as for $v$, and nonpositive if $a$ never increases, as for $u$. By (1), $\langle v\rangle$ cannot rise with $\mu$ and $\langle u\rangle$ cannot fall. The band terms make $P$ strictly decreasing and $M$ strictly increasing.

The useful reference is the most probable state at the current $\mu$. Then $\langle u\rangle$ and $\langle v\rangle$ contain only departures from the dominant state, each with its own logarithm. When the dominant state changes, $L$ may jump, but its sign remains that of $Q$. Bisection needs nothing more.

Two details matter. Densities are entered as integer multiples of a small unit, so that $K$ is an exact integer. Sums are formed as

$$\ln\sum_ie^{a_i}=a_{\max}+\ln\sum_ie^{a_i-a_{\max}},$$

where no exponential exceeds one, and a term that underflows is negligible beside the largest.

## What tolerance means

How far can an error $\delta L$ move the root? Let $U=\langle u\rangle$ and $V=\langle v\rangle$. Since $q-s=v-u$ and $uv=0$,

$$\mathrm{Cov}(u,q)=\mathrm{Cov}(u,v)-\mathrm{Var}(u)=-UV-\mathrm{Var}(u),$$

so (1) gives $dU/d\mu=\beta[\mathrm{Var}(u)+UV]$. Let $\Pi$ be the probability that $u>0$. The Cauchy–Schwarz inequality gives $U^2\le\Pi\langle u^2\rangle$. Also $u^2\ge u$ for nonnegative integers, and $1-\Pi\ge p_s$. Therefore

$$\mathrm{Var}(u)\ge(1-\Pi)\langle u^2\rangle\ge p_sU,\qquad \frac{d\ln U}{d\mu}\ge\beta p_s\ge\frac{\beta}{m},\tag{4}$$

where $m$ is the largest number of charge states of any dopant; the most probable of at most $m$ states has $p_s\ge1/m$. The same steps with $u$ and $v$ exchanged give $-d\ln V/d\mu\ge\beta/m$.

The band needs its own bound. For $\eta\le0$ the occupation is at most $1/2$, so

$$F'=\frac2{\sqrt\pi}\int_0^\infty\sqrt x\,f(1-f)\,dx\ge\frac F2 .$$

For $\eta>0$, note that $f(1-f)=-\partial f/\partial x$. Integration by parts gives $F'=\pi^{-1/2}\int_0^\infty x^{-1/2}f\,dx$, which increases with $\eta$. Hence

$$F(\eta)=F(0)+\int_0^\eta F'(t)\,dt\le2F'(0)+\eta F'(\eta)\le(2+\eta)F'(\eta).$$

Together, $d\ln n/d\mu\ge1/[2kT+\max(\mu-E_c,0)]$, with the mirror result for holes.

If $K\ge0$, $M$ contains no constant. The logarithmic slope of a sum of positive terms is a weighted mean of their logarithmic slopes, so that of $M$ obeys the weakest of these bounds. Because $P$ falls, it can only steepen $L$. If $K<0$, the roles are exchanged. In both cases

$$-\frac{dL}{d\mu}\ge\frac1W,\quad W=\max\left[mkT,\;2kT+\max(\mu-E_c,\,-\mu,\,0)\right],\tag{5}$$

and to first order $|\delta\mu|\le W|\delta L|$. While $\mu$ lies in the gap, $W$ is the larger of $mkT$ and $2kT$, however wide the gap is.

This also estimates the rounding error. Exponents of size $E/kT$ carry an absolute error of a few times $10^{-16}E/kT$. If $W=mkT$, the temperature cancels and $\delta\mu$ is of order $10^{-16}mE$. Low temperature as such does not make the root sensitive to rounding in the exponents. Sensitivity to the densities is another matter: at exact compensation ($K=0$) it grows without limit as $T$ falls, which is why $K$ is kept exact.

## Evaluating the band logarithm

For $\eta\le30$, put $x=y^2$ and take out $e^\eta$:

$$\ln F=\eta+\ln\left[\frac4{\sqrt\pi}\int_0^\infty\frac{y^2e^{-y^2}}{1+e^{\eta-y^2}}\,dy\right].$$

Nothing overflows, even at $\eta=-30\,000$. The integrand is even and smooth, which suits equally spaced points; a spacing of 0.05 is used.

For $\eta>30$, integrate by parts to get $F=\int_0^\infty G(x)(-\partial f/\partial x)\,dx$ with $G=x^{3/2}/\Gamma(5/2)$. The factor $-\partial f/\partial x$ is an even peak in $t=x-\eta$. For $t>0$ it equals $\sum_{j\ge1}(-1)^{j+1}je^{-jt}$, so its even moments are $2(2k)!\,c_k$, with $c_k=\sum_j(-1)^{j+1}j^{-2k}$. Expanding $G$ about $\eta$ and extending the lower limit to $-\infty$, at an exponentially small cost, yields the Sommerfeld series

$$F\simeq\frac{\eta^{3/2}}{\Gamma(5/2)}\left[1+\sum_{k\ge1}2c_k\frac{\Gamma(5/2)}{\Gamma(5/2-2k)}\eta^{-2k}\right].\tag{6}$$

It is asymptotic and is stopped after $k=12$. Its first correction is $\pi^2/(8\eta^2)$, since $c_1=\pi^2/12$ and $\Gamma(5/2)/\Gamma(1/2)=3/4$. At seven values of $\eta$ from $-40$ to 200, the two forms agreed with high-precision quadrature to $2\times10^{-15}$ in $\ln F$.

## A worked crystal

Take a model crystal with a 3 eV gap and band masses 0.3 (conduction) and 1 (valence). The donor has levels $\varepsilon(2+/+)=2.80$ and $\varepsilon(+/0)=2.95$ eV. The acceptor has $\varepsilon(0/-)=0.15$ and $\varepsilon(-/2-)=0.30$ eV. The centre has $\varepsilon(+/0)=1.70$ and $\varepsilon(0/-)=1.30$ eV, and is therefore negative-$U$. The middle charge state of each has degeneracy 2, the others 1. Densities are in units of $10^{-9}$ Å$^{-3}$, or $10^{15}$ cm$^{-3}$.

**Case A: a half-filled level.** There are 40 donors, 25 acceptors and 10 centres. At low temperature the acceptors and centres hold $2\times25+10=60$ negative charges, so the mean donor charge is $60/40=1.5$: half the donors are $2+$ and half $+$. Equal weights require

$$\frac{w_2}{w_1}=\frac12e^{(2.80\,\mathrm{eV}-\mu)/kT}=1,\qquad\mu=2.80\,\mathrm{eV}-kT\ln2 .$$

At 1 K this is 2.799940 eV, as the solver finds. At 300 K the formula gives 2.7821 eV, but the solution is 2.7799 eV. Electrons have begun to leave for the band: the mean donor charge is 1.5207, and the excess $40\times0.0207=0.83$ units matches $n=10^{-9.082}$ Å$^{-3}$.

**Case B: exact compensation.** With 40 donors, 30 acceptors and 20 centres, $K=80-60-20=0$. The leading departures are donors that have recaptured one electron and centres that have lost one. Their balance is

$$40\cdot2e^{-(2.80\,\mathrm{eV}-\mu)/kT}=20\cdot2e^{-(\mu-1.30\,\mathrm{eV})/kT}.$$

Taking logarithms, $2\mu-4.10\,\mathrm{eV}=-kT\ln2$, or

$$\mu=2.05\,\mathrm{eV}-\tfrac12kT\ln2 .$$

At 1 K this is 2.049970 eV, again the solver's value. At 300 K the solution lies 0.3 meV below the formula, because band electrons now add about 2% to the negative departures.

The ordinary residual at 1 K, sampled every 1 meV, is exactly zero from 1.502 to 2.796 eV. The ends can be understood. Near 2.80 eV, singly charged donors disappear from the sum once their population is below about $10^{-16}=e^{-37}$, which happens $37kT\approx3$ meV below the level. At the other end, the centre's $+$ and $-$ states cross at $(1.70+1.30)/2=1.50$ eV. They differ by two electrons, so the distance is half as large.

Inside this interval $L$ is far from flat. At 1.8 eV the distances to the two relevant levels are 0.5 and 1.0 eV, so

$$L=\frac{(1.0-0.5)\,\mathrm{eV}}{kT}+\ln\frac{40}{80}=5801.6 .$$

At 2.3 eV it is $-5803.0$. With a neutral reference, the computed $L$ is zero at both points.

The solved electron density at 1 K is $10^{-4797}$ Å$^{-3}$. No crystal contains such an electron; the number specifies an equilibrium chemical potential, not a measurable current. Whether a real sample equilibrates at 1 K is a separate, kinetic question.

**The hot end.** At 2400 K the intrinsic density is $n_i=1.63\times10^{-7}$ Å$^{-3}$ ($1.63\times10^{17}$ cm$^{-3}$), or 163 units. Case A has $n/n_i=1.075$ and $p/n_i=0.930$, so $n-p\approx0.145\times163\approx24$ units, which balances the net dopant charge. Its Fermi level, 1.702 eV, is near the intrinsic 1.687 eV. This is a test of the model with a fixed gap; a real crystal may decompose first.

**A degenerate crystal.** Put $10^{-4}$ Å$^{-3}$ of single donors at 3.5 eV, inside the conduction band. At 1 K they are ionized because the Fermi level stays well below 3.5 eV. At zero temperature $n=(2m_cE_F)^{3/2}/(3\pi^2)$, which gives $E_F=0.26186795$ eV. At fixed $n$, the first correction in (6) requires

$$(\mu-E_c)^{3/2}\left[1+\frac{\pi^2}{8}\frac{(kT)^2}{(\mu-E_c)^2}\right]=E_F^{3/2},$$

so to leading order $\mu-E_c=E_F-\pi^2(kT)^2/(12E_F)$. The reduction is $2\times10^{-8}$ eV, and the solver gives 0.26186793 eV. This tests the solver, not a material. The density is $10^{20}$ cm$^{-3}$, and for mass 0.3 and a dielectric constant of 5 to 10 the product $n^{1/3}a_B^*$ is 0.4 to 0.8, above the Mott value of about 0.26. Non-interacting dopants and a density-independent band edge cannot be assumed there.

**Independent checks.** For both cases at six temperatures, and for 40 random dopant sets, $Q$ was evaluated directly from its definition in multiprecision arithmetic. It changed sign within $10^{-9}kT$ of each root. A sufficient precision follows from $P=M$ at the root: since $PM\ge pn$, each side is at least $\sqrt{pn}$, which scales as $e^{-E_c/2kT}$ without degeneracy. At 1 K that is some 7600 digits below one. The logarithmic solver used double precision throughout. For the twelve roots of cases A and B it took 50 or 51 bisections, and the slope of $L$ there was at least 1.5 times the bound in (5). The numerical output lists these twelve roots.

## Choosing the settings

**Put the tolerance on the Fermi level, not on the net charge.** A charge tolerance accepts every $\mu$ in a flat interval. If the stopping test uses $L$ with dominant-state references, (5) converts it: with three charge states and $\mu$ in the gap, $|L|<10^{-6}$ locates $\mu$ to about $3\times10^{-6}kT$ or better.

**Let the window extend into the bands.** Use $\mu_{lo}$ and $\mu_{hi}$. For case B at 1 K they are $-0.0011$ and 3.0043 eV, so safety costs almost nothing.

**Treat exact compensation as a physical assumption.** In case B, a slight excess of donors leaves some of them singly charged, and as $T\to0$ the Fermi level goes to 2.80 eV. A slight deficit forces some centres positive, and it goes to 1.50 eV. Only exact balance gives 2.05 eV. Rounded decimal densities can therefore select the wrong limit, while integer densities state what is meant. The required balance is extreme even at 300 K: a relative excess or deficit of donors of $10^{-12}$ moves the Fermi level from 2.04 eV to 2.09 or 2.00 eV, and one of $10^{-6}$ moves it to 2.44 or 1.67 eV. At 1000 K an imbalance of $10^{-6}$ moves it by about 0.1 meV or less. Doping is not controlled to such precision, so at low temperature report the range rather than the balanced value.

**Check whether dopant densities are fixed.** Some calculations instead let defects form in equilibrium. In the dilute limit each charge state has density $c_q\propto g_qe^{-\beta(E_q+q\mu)}$, and

$$\frac{d}{d\mu}\sum_qqc_q=-\beta\sum_qq^2c_q\le0 .$$

The root is still unique. All charges can be counted from neutral, because no fixed constant has to cancel. The window above assumed fixed $N_d$, however, and must be replaced by one widened until $Q$ changes sign.

**Do not carry the guarantee beyond its assumptions.** If the gap or the levels shift with carrier density, (2) acquires terms of either sign and uniqueness has to be examined anew. Impurity bands and interacting dopants need a different $Q$. With bands of finite capacity the slope argument survives, but a root exists only if the bands and dopants together can supply both signs of net charge. Finally, the solver's precision is numerical: in the low-temperature limit of case B, an error of 0.1 eV in one of the two controlling levels moves the Fermi level by 0.05 eV, whatever tolerance was set.

## Values computed for the example and the checks

```
gap 3.00 eV; masses 0.3 (c), 1.0 (v) m_e
donor levels (2+/+),(+/0) [eV]: [2.8, 2.95]
acceptor levels (0/-),(-/2-) [eV]: [0.15, 0.3]
centre levels (+/0),(0/-) [eV]: [1.7, 1.3]
degeneracies, top charge first: [1, 2, 1]
density unit 1e-09 A^-3 = 1e+15 cm^-3
max error of ln F_1/2: 1.7e-15
band slope / lower bound, minimum: 1.5100
dopant slope / lower bound, minimum: 1.000000
dQ/dmu, A, 1000 K, mu=1.6 eV [units/eV]:
  difference -39.75890, formula -39.75888
case A: N donor, acceptor, centre [units]: [40, 25, 10]
T[K] mu[eV] log10(n A^3) log10(p A^3) <q>: D A X
1 2.799940 -1017.357 -14119.394 1.5000 -2.0000 -1.0000
10 2.799403 -108.697 -1417.653 1.5000 -2.0000 -1.0000
100 2.794027 -16.481 -146.129 1.5000 -2.0000 -1.0000
300 2.779889 -9.082 -51.301 1.5207 -2.0000 -1.0000
1000 2.382491 -7.713 -15.823 1.9845 -2.0000 -1.0000
2400 1.701811 -6.756 -6.819 1.9902 -1.9977 -0.6005
case B: N donor, acceptor, centre [units]: [40, 30, 20]
T[K] mu[eV] log10(n A^3) log10(p A^3) <q>: D A X
1 2.049970 -4797.040 -10339.711 2.0000 -2.0000 -1.0000
10 2.049701 -486.530 -1039.820 2.0000 -2.0000 -1.0000
100 2.047013 -54.129 -108.481 2.0000 -2.0000 -1.0000
300 2.040753 -21.499 -38.884 2.0000 -2.0000 -1.0000
1000 1.876248 -10.264 -13.272 2.0000 -2.0000 -0.9972
2400 1.691955 -6.777 -6.799 1.9906 -1.9976 -0.5792
slope of L / lower bound, minimum: 1.5004
bisection steps: 50 to 51
most digits used in direct check: 7619
kT at 1 K: 8.617333e-05 eV
1 K limits A, B: 2.799940, 2.049970 eV
bracket B, 1 K: -0.001082 to 3.004290 eV
ordinary Q exactly 0, B, 1 K: 1.502 to 2.796 eV
L at 1.8 eV: neutral ref 0.0e+00, adaptive 5801.6
L at 2.3 eV: neutral ref 0.0e+00, adaptive -5803.0
2400 K: n_i 1.6300e-07 A^-3, mu_i 1.6868 eV
  A: n/n_i 1.0748, p/n_i 0.9297
  B: n/n_i 1.0248, p/n_i 0.9751
resonant donor: N 1.0e-04 A^-3, level 3.5 eV, 1 K
  mu-E_c 0.26186793 eV, Fermi energy 0.26186795 eV
random sets solved: 40, with K = 0: 13
```
